# A second-order radial grid for Keldysh excitons with a logarithmic origin

## The potential-free case

Take a radial function $R(r)$ in two dimensions, with zero angular momentum, zero energy and no potential. It obeys $(rR')'=0$, so $rR'=B$ and $R=A+B\ln r$. The constant is the regular solution. The logarithm carries a flux $rR'=B$ out of the origin and must be excluded. A scheme that discretizes the flux and sets it to zero at $r=0$ returns a constant $R$, with no error at any spacing.

Now substitute $u=\sqrt r\,R$, which gives $u''+u/(4r^2)=0$. Use ordinary second differences at $r_j=jd$ with $u_0=0$:

$$u_{j+1}+u_{j-1}=\Big(2-\frac1{4j^2}\Big)u_j .$$

The spacing $d$ has dropped out. With $u_1=1$ one finds $u_2=7/4$ and $u_3=2.391$, so $R_j=u_j/\sqrt j$ (in units of $R_1$) runs $1,\ 1.237,\ 1.380$ instead of staying constant. To see where it goes, define the discrete flux

$$F_j=\sqrt{j(j+1)}\,(R_{j+1}-R_j)=\sqrt j\,u_{j+1}-\sqrt{j+1}\,u_j,\qquad F_0=0 .$$

Subtracting neighbours and using the recurrence,

$$F_j-F_{j-1}=u_j\Big[\Big(2-\frac1{4j^2}\Big)\sqrt j-\sqrt{j+1}-\sqrt{j-1}\Big].$$

Since $\sqrt{1+x}+\sqrt{1-x}=2-x^2/4-5x^4/64-\dots$, with all later terms negative, the bracket is positive and falls as $j^{-7/2}$. Hence $F_j$ grows from zero and $R_j$ increases. The recurrence also makes the steps $u_{j+1}-u_j$ shrink with $j$, so $u_j\le j$ and $R_j\le\sqrt j$. The increments $\sim R_j\,j^{-3}$ therefore have a finite sum. So $F_j\to B>0$ and $R_j\to A+B\ln j$. The condition $u(0)=0$ cannot exclude the wrong solution, because $\sqrt r$ and $\sqrt r\ln r$ both vanish at the origin. The scheme below therefore works with $R$ and its flux.

## Model and potential

Atomic units are used in the algebra. An electron and a hole with isotropic parabolic masses and reduced mass $\mu$ move in a strictly two-dimensional sheet of polarizability $\alpha$, between media of mean dielectric constant $\kappa$. A unit charge in the sheet produces a potential $\phi(q)$. The sheet responds with the induced charge $-\alpha q^2\phi$, so

$$\phi=\frac{2\pi}{\kappa q}\,(1-\alpha q^2\phi)\quad\Rightarrow\quad \phi=\frac{2\pi}{q(\kappa+r_0q)},\qquad r_0=2\pi\alpha .$$

The electron–hole attraction is $V(q)=-\phi(q)$. Its angular Fourier integral is

$$V(r)=-\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq=-\frac1{r_0}f(x),\quad f(x)=\int_0^\infty\frac{J_0(xt)}{1+t}\,dt,\quad x=\frac{\kappa r}{r_0}.$$

Because $(\partial_x^2+x^{-1}\partial_x)J_0(xt)=-t^2J_0(xt)$,

$$f''+\frac{f'}x+f=\int_0^\infty(1-t)J_0(xt)\,dt=\frac1x ,$$

where the part with $t$ is zero for $x>0$ when taken with a convergence factor. The Struve function obeys the same equation with right side $2/(\pi x)$, so $f$ is $\frac\pi2H_0$ plus a combination of $J_0$ and $Y_0$. At large $x$, $f$ falls as $1/x$, as does $H_0-Y_0\to2/(\pi x)$, while any further $J_0$ or $Y_0$ would fall only as $x^{-1/2}$. Therefore

$$V(r)=-\frac{\pi}{2r_0}\,[H_0(x)-Y_0(x)].$$

At large $r$ this is $-1/(\kappa r)$. At small $r$, $H_0\to0$ and $Y_0\to\frac2\pi[\ln(x/2)+\gamma]$ give

$$V\to\frac1{r_0}\Big[\ln\frac{\kappa r}{2r_0}+\gamma\Big].$$

The s states satisfy

$$-\frac1{2\mu}\frac1r(rR')'+VR=ER .$$

The energy $E$ is measured from the transport gap, so the binding energy is $-E$ and the exciton line lies at the gap plus $E$.

## Behaviour at the origin

To leading order the source in $(rR')'/r=2\mu(V-E)R$ may be evaluated with $R=R(0)$. Since

$$\frac1r\frac{d}{dr}\,r\frac{d}{dr}\Big[\frac{r^2}4(\ln cr-1)\Big]=\ln cr ,$$

the regular solution starts as

$$\frac{R}{R(0)}=1+\frac{\mu r^2}2\Big\{\frac1{r_0}\Big[\ln\frac{\kappa r}{2r_0}+\gamma-1\Big]-E\Big\}+\dots$$

Thus $R'\sim r\ln r$ vanishes while $R''$ diverges logarithmically. The flux $rR'\sim r^2\ln r$ goes to zero, which is the boundary condition to impose.

## The scheme

Use $r=b(e^s-1)$ with $N$ equal steps $h$ in $s$. The grid is nearly uniform for $r\ll b$ and geometric for $r\gg b$. With $dr/ds=r+b$, define

$$p=\frac{r}{r+b},\qquad w=r(r+b).$$

Replacing $d/dr$ by $(r+b)^{-1}d/ds$ and multiplying the radial equation by $w$ gives

$$-\frac1{2\mu}(pR_s)_s+wVR=EwR .$$

Put cell faces at $s=jh$, $j=0,\dots,N$, and nodes at mid-cell, $s_i=(i+\frac12)h$. Integrate over cell $i$, approximate $R_s$ on a face by the difference of the adjacent nodes, and take $R$ at its nodal value in the other terms:

$$K_i(R_i-R_{i-1})+K_{i+1}(R_i-R_{i+1})+U_iR_i=E\,W_iR_i ,$$

$$K_j=\frac{p(jh)}{2\mu h},\qquad W_i=\int_{\rm cell}r\,dr=\frac{r_{i+1}^2-r_i^2}2,\qquad U_i=\int_{\rm cell}rV\,dr .$$

In $W_i$ the radii are those of the faces. Because $p(0)=0$, $K_0=0$: the zero-flux condition is built in and no value at $r=0$ is needed. At the outer wall $R=0$ is imposed on the last face, half a step from the last node, so $K_N$ is doubled.

The cell integral has a closed form. From $(xH_1)'=xH_0$, $(xY_1)'=xY_0$ and $xY_1\to-2/\pi$ at $x=0$,

$$M(r)=\int_0^r r'V\,dr'=-\frac{\pi r_0}{2\kappa^2}\Big\{x[H_1(x)-Y_1(x)]-\frac2\pi\Big\},\qquad U_i=M(r_{i+1})-M(r_i).$$

Setting $y_i=\sqrt{W_i}R_i$ turns the problem into a symmetric tridiagonal one.

```
input: mu, r0, kappa, b, rmax, N     (atomic units)
h = ln(1 + rmax/b)/N
for j = 0..N:
    r[j] = b*expm1(j*h)
    K[j] = r[j]/(r[j]+b)/(2*mu*h)
    M[j] = 0 if j = 0, else closed form at r[j]
K[N] = 2*K[N]
for i = 0..N-1:
    W[i] = (r[i+1]^2 - r[i]^2)/2
    U[i] = M[i+1] - M[i]
    diag[i] = (K[i] + K[i+1] + U[i])/W[i]
for i = 0..N-2:
    off[i] = -K[i+1]/sqrt(W[i]*W[i+1])
E = lowest eigenvalues of tridiagonal(diag, off)
repeat with 2N; extrapolate (4*E_2N - E_N)/3
```

## The error constant

Let $g=w(V-E)$ and insert the exact $R$, sampled at the nodes, into the discrete Rayleigh quotient $Q$:

$$Q-E=\frac{\sum_jK_j(R_j-R_{j-1})^2+\sum_iR_i^2\int_{\rm cell}g\,ds}{\sum_iW_iR_i^2}.$$

The corresponding continuous numerator is zero: multiplying the radial equation by $R$ and integrating by parts gives $\frac1{2\mu}\int pR_s^2\,ds+\int gR^2\,ds=0$.

On a face, $R_j-R_{j-1}=hR_s+h^3R_{sss}/24+\dots$. The sum over faces is a trapezoid rule, whose end correction contains $(pR_s^2)_s$. This vanishes at the origin, where $pR_s^2\sim s^3\ln^2s$, and at the distant wall. The kinetic sum therefore exceeds its integral by

$$\frac{h^2}{24\mu}\int pR_sR_{sss}\,ds .$$

For the other sum let $F=R^2$ and $t=s-s_i$. In each cell,

$$\int g\,(F_i-F)\,dt=-\int(g_i+g_st)\Big(F_st+\tfrac12F_{ss}t^2\Big)dt=-\frac{h^3}{12}\Big(g_sF_s+\tfrac12gF_{ss}\Big).$$

Summing over cells and integrating $g_sF_s$ by parts, with $gF_s=0$ at both ends, gives

$$\frac{h^2}{24}\int gF_{ss}\,ds=\frac{h^2}{12}\int gR_s^2\,ds+\frac{h^2}{12}\int gRR_{ss}\,ds .$$

The radial equation reads $gR=(pR_s)_s/(2\mu)$, so the last term is

$$\frac{h^2}{24\mu}\int(pR_s)_sR_{ss}\,ds=-\frac{h^2}{24\mu}\int pR_sR_{sss}\,ds ,$$

again without boundary terms. It cancels the kinetic error, leaving

$$E_h=E+Ch^2+\dots,\qquad C=\frac1{12}\,\frac{\int w(V-E)R_s^2\,ds}{\int wR^2\,ds}.$$

Two points remain. First, the Taylor expansions fail in the few cells next to the origin, but those cells contribute only $h^4$ times powers of $\ln h$: there $p\sim h$ and $R_s\sim h\ln h$. Second, $E_h$ differs from $Q$ because the discrete eigenvector is not the sampled $R$. The Rayleigh quotient is stationary, so this difference is quadratic in the flux error. That error is of order $h^2$ everywhere. Near the origin it is about $ph^2R_{sss}/24$, which stays finite because $R_{sss}\sim1/s$. Its square, weighted by $1/p$, again gives $h^4$ with a logarithm.

A case that can be checked by hand is a standing wave of wave number $k$ on a ring, with $p=w=1$ and $V=0$. The formula gives $C=-Ek^2/12=-k^4/(24\mu)$, and the expansion of the discrete energy $(1-\cos kh)/(\mu h^2)$ contains the same term.

The sign of $C$ is not fixed. Regions with $V<E$ lower $E_h$ and the tail raises it, so the grid energy is not an upper bound. If the two parts nearly cancel, an observed order far from 2 need not signal a fault.

The derivation needs a potential less singular than $1/r$ at the origin, which a logarithm is. In the unscreened limit $r_0\to0$, $V=-1/(\kappa r)$ makes both $g$ and $R_s$ finite at $s=0$. The boundary terms then survive, and this formula for $C$ no longer holds.

## Worked example

Take round model parameters: $\mu=0.25$, $r_0=40$ Å, $\kappa=1$, $b=5$ Å and an outer radius of 250 Å. The $s$ interval has length $\ln(1+250/5)=3.932$, so $N=100$ means $h=0.0393$.

The reference calculation has no radial grid and no wall. It expands $R$ in Gaussians $e^{-ar^2}$ and works from $V(q)$. For exponents $a,a'$ with $P=a+a'$, the overlap is $1/(2P)$, the kinetic element is $aa'/(\mu P^2)$, and the potential element is

$$-\frac1{2P}\int_0^\infty\frac{e^{-q^2/4P}}{\kappa+r_0q}\,dq .$$

Changing the basis moves the three lowest energies by at most $1.2\times10^{-7}$ eV.

The energies are $-0.570$, $-0.264$ and $-0.161$ eV for 1s, 2s and 3s. The 1s binding energy is 0.570 eV, or 0.0209 hartree. Without sheet screening, $R=e^{-2\mu r}$ solves the radial equation for $V=-1/r$ with $E=-2\mu$, a binding of 0.5 hartree. Screening thus reduces the binding by a factor of about 24. The 1s rms radius is 10.6 Å, about a quarter of $r_0$, so this state lies largely where the potential is closer to a logarithm than to $-1/r$.

The 1s errors relative to the reference are $1.927\times10^{-5}$, $4.824\times10^{-6}$ and $1.206\times10^{-6}$ eV for $N=100,200,400$. Successive differences have the ratio

$$\frac{19.27-4.824}{4.824-1.206}=3.993,\qquad \log_2 3.993=1.997 .$$

The first two errors give

$$C_{\rm obs}=\frac{(19.27-4.824)\times10^{-6}}{0.03932^2-0.01966^2}=0.0125\ \text{eV},$$

in agreement with the integral for $C$ evaluated with the Gaussian wavefunction. For 2s and 3s, $C$ is $-0.033$ and $-0.060$ eV, and those grid energies approach from below. The test of $C$ covers all three states. Its tolerance is 3% of the same integral taken with $|V-E|$, because of the possible cancellation.

Extrapolation from $N=200$ and 400 agrees with the reference within the tested $2\times10^{-6}$ eV. These digits measure the numerical solution. The model leaves out finite thickness, nonparabolic bands, electron–hole exchange and dynamic screening.

## Two ways to lose the convergence

**Sampling $V$ at the nodes.** Suppose $U_i$ is replaced by $W_iV(r_i)$, with $r_i$ now the node radius. Near the origin the cells have width $d=bh$, $W_i=r_id$, and $V=(\ln r+\text{const})/r_0$. The constant is integrated correctly. For the rest, $(r\ln r)''=1/r$ gives

$$W_iV(r_i)-U_i\simeq-\frac{d^3}{24r_0r_i}.$$

Summing with $r_i=(i+\frac12)d$ and $R\simeq R(0)$, up to radii of order $b$, produces a logarithm:

$$\delta E\simeq-\frac{b^2R(0)^2}{24r_0\int rR^2dr}\,h^2\ln\frac1h .$$

The innermost cells, where the expansion is poor, alter only the $h^2$ term beside the logarithm. The scheme still converges, but $\delta E/h^2$ drifts by a constant amount per halving of $h$. The predicted drift for 1s is $-0.00713$ eV; the last halving gives $-0.00714$ eV. At $N=400$, $\delta E/h^2=-0.180$ eV, against $C=0.0125$ eV for cell integrals. The total error is then about 13 times larger in size, and extrapolation that assumes a pure $h^2$ law leaves a remainder of order $h^2$.

**Using $u=\sqrt rR$ with $u(0)=0$.** By the opening calculation, the computed function just outside the first cells is proportional to $1+\lambda\ln r$, where $1/\lambda=\ln(1/d)+\text{const}$. Let $\tilde R$ be this function, scaled to $R(0)(1+\lambda\ln r)$, and $\tilde E$ its energy. Multiply its equation by $R$, that of $R$ by $\tilde R$, subtract and integrate:

$$(\tilde E-E)\int rR\tilde R\,dr=-\frac1{2\mu}\Big[r(R\tilde R'-\tilde RR')\Big]_0^\infty=\frac{\lambda R(0)^2}{2\mu}.$$

To leading order in $\lambda$ the integral is $\int rR^2dr$. Hence $\Delta E=\tilde E-E$ is positive and falls only as $1/\ln(1/d)$, while $1/\Delta E$ grows per halving of $d$ by

$$\frac{2\mu\ln2\int rR^2dr}{R(0)^2}.$$

At $d=0.1$ Å the 1s error is 0.055 eV, a tenth of the binding energy. At $d=0.0125$ Å it is still 0.043 eV. The last halving raises $1/\Delta E$ by 1.63 eV⁻¹, against a predicted 1.66 eV⁻¹. To reach 0.01 eV, $1/\Delta E$ must rise from 23 to 100 eV⁻¹, which takes about $77/1.66\approx46$ further halvings.

Uniform spacing is not to blame. The zero-flux scheme on a nearly uniform grid with $d=0.1$ Å has an error of about $4\times10^{-7}$ eV in size.

## Cost, stability and limits

Setup takes two special-function values per face, and storage is proportional to $N$. Each bisection step for an eigenvalue of the tridiagonal matrix also costs of order $N$ operations.

The largest matrix elements sit at the origin. There $K_1\simeq1/(2\mu)$ and $W_0\simeq b^2h^2/2$, so ${\rm diag}_0\simeq1/(\mu b^2h^2)$. A solver whose absolute accuracy is the machine precision $\epsilon$ times the largest matrix element, such as bisection stopped at a common library default, can leave an eigenvalue error of order $\epsilon/(\mu b^2h^2)$. At that level it overtakes the truncation error $|C|h^2$ near

$$h\sim\Big(\frac{\epsilon}{\mu b^2|C|}\Big)^{1/4},$$

below which refinement with such a solver may no longer help, and a very small $b$ makes this worse. This limit comes from the solver's tolerance. The large elements sit in cells where $y_i=\sqrt{W_i}R_i$ is small. In this example, bisection run to a much tighter tolerance keeps the 1s rounding error below $10^{-12}$ hartree down to $h\approx2\times10^{-4}$, even with $b=0.005$ Å.

For $x\gg1$, $H_0$ and $Y_0$ each fall as $x^{-1/2}$ while their difference falls as $1/x$, a mild cancellation. The combination $H_1-Y_1$ used in $M$ tends to $2/\pi$ without one. Here $x$ reaches only $250/40=6.25$. The forms $H_0-Y_0\simeq\frac2\pi(x^{-1}-x^{-3})$ and $H_1-Y_1\simeq\frac2\pi(1+x^{-2})$ have relative errors of about $9/x^4$ and $3/x^4$. They serve as checks at large $x$, not as replacements for accurate library values.

The wall must lie many decay lengths $1/\sqrt{2\mu|E|}$ beyond the classical turning point, where $V=E$. For 3s the turning point is near 78 Å and the decay length is about 10 Å, so 250 Å is ample. For higher states the turning point moves out faster than the decay length grows, and they need more room. States with nonzero angular momentum carry a term $m^2/r^2$ and vanish at the origin. With $R$ held at its nodal value, the exact cell integral of this term diverges in the first cell, so the term must be discretized differently, which is not covered here.

The remaining values are in the numerical output.

## Computed values

```
reduced mass = 0.25 electron masses, kappa = 1.0
screening length r0 = 40.0 angstrom
grid scale b = 5.0, outer radius = 250.0 angstrom
length of s interval = 3.93183
1s energy: Gaussian -0.569953, grid limit -0.569953 eV
2s energy: Gaussian -0.263692, grid limit -0.263692 eV
3s energy: Gaussian -0.161183, grid limit -0.161183 eV
1s binding energy = 0.020945 hartree
largest change between Gaussian bases = 1.2e-07 eV
1s rms radius = 10.608 angstrom
origin: R/R(0)-1 at r = 0.1058 angstrom: ODE -3.61700e-04, series -3.61655e-04
integral of r*V to 10 angstrom: quadrature -38.640764, closed -38.640764 eV angstrom^2
N=25: h=0.15727, first cell 0.8516 angstrom, 1s energy -0.569652 eV
  errors 1s,2s,3s = 3.010e-04, -8.261e-04, -1.516e-03 eV
N=50: h=0.07864, first cell 0.4091 angstrom, 1s energy -0.569877 eV
  errors 1s,2s,3s = 7.668e-05, -2.045e-04, -3.734e-04 eV
N=100: h=0.03932, first cell 0.2005 angstrom, 1s energy -0.569934 eV
  errors 1s,2s,3s = 1.927e-05, -5.100e-05, -9.311e-05 eV
N=200: h=0.01966, first cell 0.0993 angstrom, 1s energy -0.569948 eV
  errors 1s,2s,3s = 4.824e-06, -1.274e-05, -2.335e-05 eV
N=400: h=0.00983, first cell 0.0494 angstrom, 1s energy -0.569952 eV
  errors 1s,2s,3s = 1.206e-06, -3.189e-06, -5.927e-06 eV
1s: order (N=100,200,400) 1.9974; C predicted 0.01249, observed 0.01246 eV
2s: order (N=100,200,400) 2.0012; C predicted -0.03296, observed -0.03299 eV
3s: order (N=100,200,400) 2.0016; C predicted -0.06008, observed -0.06017 eV
sampled V, N=100: extra 1s error / h^2 = -0.16600 eV
sampled V, N=200: extra 1s error / h^2 = -0.17314 eV
sampled V, N=400: extra 1s error / h^2 = -0.18028 eV
its change per halving: observed -0.00713, -0.00714, predicted -0.00713 eV
sqrt(r)R scheme, d=0.1000 angstrom: 1s error 0.05498 eV
sqrt(r)R scheme, d=0.0500 angstrom: 1s error 0.05048 eV
sqrt(r)R scheme, d=0.0250 angstrom: 1s error 0.04665 eV
sqrt(r)R scheme, d=0.0125 angstrom: 1s error 0.04335 eV
growth of 1/error at last halving: observed 1.6324, predicted 1.6570 1/eV
zero-flux scheme, near-uniform d=0.1000 angstrom: 1s error -4.27e-07 eV
```
